Stress fluctuations above random and periodic misfit dislocation arrays

Parallel, straight edge dislocations lie in the plane z = 0 of an infinite, isotropic, linear elastic medium. Their lines run along y and their Burgers vectors, all equal, have length b along x. The number of dislocations per unit length of x is ρ, so the mean spacing is p = 1/ρ. The shear modulus is μ, Poisson's ratio is ν, and tension is positive. The question is how strongly the in-plane normal stress σ_xx varies from place to place at a distance |z| from the array, and how this depends on the order in the array.

**(a) Find σ_xx of one dislocation at the origin, and show that the field has the right Burgers vector.**

Solution. In plane strain, equilibrium is satisfied by an Airy function φ with

σ_xx = ∂²φ/∂z², σ_zz = ∂²φ/∂x², σ_xz = −∂²φ/∂x∂z,

and compatibility requires ∇²∇²φ = 0. Write r² = x² + z² and try

φ = −(D/2) z ln r².

Since ln r² is harmonic away from the origin, ∇²(z ln r²) = 2 ∂(ln r²)/∂z. This is again harmonic, so φ is biharmonic. Its first derivatives are

∂φ/∂x = −D xz/r², ∂φ/∂z = −(D/2)(ln r² + 2z²/r²).

They are single-valued. The force transmitted through a closed circuit is given by their change around it, so no line force acts at the origin. A second differentiation gives

σ_xx = −(D/2)(2z/r² + 4z/r² − 4z³/r⁴) = −D z(3x² + z²)/r⁴ ≡ f(x,z),
σ_zz = D z(x² − z²)/r⁴.

The constant D follows from the closure failure. The plane-strain law is

ε_xx = [(1−ν)σ_xx − νσ_zz]/(2μ).

Integrate it along a line of constant z. The integral of σ_zz is the change of ∂φ/∂x between x = −∞ and ∞, which is zero. For σ_xx put x = |z|t and use 3t² + 1 = 3(1+t²) − 2:

∫ f dx = −D sgn z ∫ (3t²+1)/(1+t²)² dt = −D sgn z (3π − 2·π/2) = −2πD sgn z.

Hence ∫ε_xx dx = −(π(1−ν)D/μ) sgn z. A circuit made of one line below and one line above the plane, joined at x = ±X, has a closure failure equal to the difference of the two integrals. The joining pieces have fixed length and displacement gradients of order 1/X, so they drop out as X → ∞. Therefore

b = 2π(1−ν)D/μ, or D = μb/[2π(1−ν)].

The field is symmetric under x → −x. This reflection reverses the circuit and would change the sign of a Burgers component along z, so that component is zero. For D > 0 the material above the plane is compressed. Reversing b reverses every stress and leaves all variances unchanged.

**(b) The positions are now uncorrelated: each dislocation is placed independently and uniformly along x. Find the mean and the variance of σ_xx at distance |z|.**

Solution. Place N dislocations in a length L centred on the field point. The stress is a sum of N independent terms, so both means and variances add:

⟨σ_xx⟩ = (N/L) ∫ f dx,
Var σ_xx = N[⟨f²⟩ − ⟨f⟩²] = (N/L) ∫ f² dx − (N/L²)(∫ f dx)².

Let L → ∞ at fixed ρ = N/L. Both integrals converge, because f falls as 1/x² along the line. The last term is ρ/L times a finite number and vanishes, leaving

⟨σ_xx⟩ = −2πDρ sgn z, Var σ_xx = ρ ∫ f² dx.

With x = |z|t, the factor f² supplies 1/z² and dx supplies |z|:

Var σ_xx = (D²ρ/|z|) ∫ (3t²+1)²/(1+t²)⁴ dt.

Define J_m = ∫ dt/(1+t²)^m over the whole line. Integration by parts gives

J_m = 2m ∫ t²/(1+t²)^(m+1) dt = 2m(J_m − J_(m+1)),

so J_(m+1) = J_m(2m−1)/(2m). From J₁ = π follow J₂ = π/2, J₃ = 3π/8 and J₄ = 5π/16. The numerator is (3t²+1)² = 9(1+t²)² − 12(1+t²) + 4, so the integral is

9J₂ − 12J₃ + 4J₄ = 9π/2 − 9π/2 + 5π/4 = 5π/4.

The result is

Var σ_xx = 5πD²ρ/(4|z|) = 5μ²b²ρ/[16π(1−ν)²|z|].

The variance decays as 1/|z|, and the rms fluctuation as 1/√|z|. A counting argument shows why. A point at distance |z| responds mainly to the dislocations within a width of order |z|. Their number is about ρ|z| and fluctuates by about √(ρ|z|). Each contributes a stress of order D/|z|, so the fluctuation is of order D√(ρ/|z|).

The power does not depend on isotropy. In any homogeneous linear medium the stress of a straight dislocation scales as 1/r, so f = g(x/|z|)/|z| on each side of the plane and ∫f²dx is a constant divided by |z|. Anisotropy changes the constant.

For a large but finite L with fixed N, the term dropped above lowers the variance, to leading order in |z|/L, by the relative amount

(4π²D²ρ/L)/[5πD²ρ/(4|z|)] = 16π|z|/(5L).

The law therefore needs |z| ≪ L.

**(c) Find the variance over x for a periodic array of the same density.**

Solution. The Fourier transform f̂(k) = ∫ f e^(−ikx) dx is needed. For z > 0 and k > 0 start from the standard integral

∫ e^(−ikx)/r² dx = (π/z) e^(−kz).

Differentiate with respect to z, using ∂(1/r²)/∂z = −2z/r⁴:

∫ e^(−ikx)/r⁴ dx = −(1/2z) ∂[(π/z)e^(−kz)]/∂z = π(1+kz)e^(−kz)/(2z³).

Since z(3x²+z²)/r⁴ = 3z/r² − 2z³/r⁴, the transform is −D[3π − π(1+kz)]e^(−kz). For either sign of z and k,

f̂(k) = −πD sgn z (2 − |k||z|) e^(−|k||z|).

The stress of the array, Σ_j f(x−jp), has period p. Its Fourier coefficient is an integral over one period of a sum over all sites, which equals one integral over the whole line:

σ_xx = ρ Σ_n f̂(k_n) e^(ik_n x), k_n = 2πnρ.

The term n = 0 is the mean, −2πDρ sgn z, the same as for random positions. By Parseval's theorem the other terms give the variance:

Var σ_xx = 2π²D²ρ² Σ_(n≥1) (2 − k_n|z|)² e^(−2k_n|z|).

For ρ|z| ≫ 1 the first harmonic dominates and

Var σ_xx ≈ 2π²D²ρ²(2 − 2πρ|z|)² e^(−4πρ|z|).

The exponential has the decay length p/(4π), less than a tenth of the spacing.

**(d) Explain the difference through the spectrum of the array. Then treat two kinds of partial disorder: a lattice whose sites are displaced independently with rms s, and random positions with a smallest allowed gap a.**

Solution. Take a long periodic box of length L and define n_k = Σ_i e^(−ikx_i). Then σ_xx = (1/L) Σ_k f̂(k) n_k e^(ikx). Let S(k) = ⟨|n_k|²⟩/N for k ≠ 0. Averaging over x and over configurations, and replacing the sum over k by (L/2π)∫dk, gives

Var σ_xx = (ρ/2π) ∫ S(k)|f̂(k)|² dk.

For independent positions the cross terms in |n_k|² average to zero, so S = 1. With u = k|z| and ∫₀^∞ u^m e^(−2u) du = m!/2^(m+1),

Var σ_xx = (πD²ρ/|z|) ∫₀^∞ (4 − 4u + u²)e^(−2u) du = (πD²ρ/|z|)(2 − 1 + 1/4),

which is the result of (b). The elastic medium damps each wave exponentially, but a random array contains waves of every length. At distance |z| those with k below about 1/|z| survive, and their share of the spectrum shrinks as 1/|z|. The lattice has no wave between k = 0 and k = 2πρ, so nothing long survives.

For the displaced lattice, x_j = jp + u_j with independent u_j of zero mean and variance s². Let c = ⟨e^(−iku)⟩. Pairs with i ≠ j contribute |c|² times the lattice phase, and the N pairs with i = j contribute 1 each:

⟨|n_k|²⟩ = N(1 − |c|²) + |c|² |Σ_j e^(−ikjp)|².

The last term is present only at k = k_n, and its stress is exponentially small far away. For ks ≪ 1, |c|² ≈ 1 − k²s², so S ≈ k²s². Then

Var σ_xx ≈ (πD²ρs²/|z|³) ∫₀^∞ u²(2−u)²e^(−2u) du
= (πD²ρs²/|z|³)(1 − 3/2 + 3/4) = πD²ρs²/(4|z|³).

This holds for |z| ≫ s and |z| large enough for the lattice harmonics to be negligible. Independent displacements are thus not the same as independent positions: each dislocation stays tied to its site, and the number in a long interval hardly fluctuates.

For the second case let each gap be a plus an exponentially distributed length of mean p − a. The gap has mean p and standard deviation p − a. After N gaps the position is uncertain by √N(p−a), so the number found in a fixed long length is uncertain by √N(p−a)/p. As k → 0, S(k) tends to the variance of this number divided by its mean:

S(0) = (1 − ρa)².

For |z| ≫ p the variance keeps its 1/|z| decay, with the prefactor multiplied by (1−ρa)². What fixes the power is how S(k) behaves at small k.

**(e) A film of thickness h lies above the array and ends in a free surface at z = h. The substrate is deep and has the same elastic constants. How does the surface change the result for uncorrelated positions?**

Solution. For k > 0 the transform of σ_zz = D(z/r² − 2z³/r⁴) is −πDkz e^(−k|z|). It must equal −k²φ̂, so φ̂ = πDz e^(−k|z|)/k. Add an image function that decays away from the surface,

(A + Bs)e^(−ks), s = h − z.

The surface is free of traction if the total φ̂ and its z-derivative vanish at z = h:

A = −πDh e^(−kh)/k,
kA − B + πD(1−kh)e^(−kh)/k = 0, so B = πD(1−2kh)e^(−kh)/k.

The second z-derivative of the image function is its contribution to σ_xx:

(k²A + k²Bs − 2kB)e^(−ks) = πD e^(−k(h+s)) [−kh + (1−2kh)(ks−2)].

As k → 0 it tends to −2πD. Added to f̂(0) = ∓2πD, this gives −4πD in the film and 0 in the substrate. The mean stress is then carried by the film alone, as it must be when the substrate is deep.

Deep in the substrate put z = −d with d ≫ h, u = kd and K = kh ≪ 1. Then s = h + d, and to first order in K the bracket is

−K + (1−2K)(u+K−2) ≈ (u−2)(1−2K).

The exponential is e^(−u)e^(−2K) ≈ e^(−u)(1−2K), so the image term is πD(u−2)(1−4K)e^(−u). The direct term is πD(2−u)e^(−u). Their sum is 4πDK(2−u)e^(−u), and with S = 1

Var σ_xx ≈ (ρ/π)·16π²D²h² ∫₀^∞ k²(2−kd)²e^(−2kd) dk = 4πρD²h²/d³.

The integral is the one in (d), equal to 1/(4d³). The 1/|z| law thus belongs to distances small compared with h. Far below a film the surface cancels the long waves and the decay tends to 1/d³. The limit is approached slowly: numerical integration of the full kernel gives 0.50 of the value 4πρD²h²/d³ at d = 5h, 0.68 at d = 10h and 0.96 at d = 100h.

**(f) Evaluate the results for a relaxed germanium film on silicon, and size what the simple formula neglects.**

Solution. Take b = 0.4 nm, p = 10 nm and h = 1000 nm. Rough cubic constants of germanium are C₁₁ = 130, C₁₂ = 50 and C₄₄ = 67 GPa. The Voigt averages are

μ = (C₁₁ − C₁₂ + 3C₄₄)/5 = 56.2 GPa,
ν = (3K_b − 2μ)/[2(3K_b + μ)] = 0.205, with 3K_b = C₁₁ + 2C₁₂ = 230 GPa.

Then D = 56.2 × 0.4/(2π × 0.795) = 4.50 GPa nm. In the infinite medium the mean stress of the array has magnitude 2πDρ = 2.83 GPa (by (e), the free surface doubles it in the film and removes it from the substrate), and

Var σ_xx · |z| = (5π/4) × 4.50² × 0.1 = 8.0 GPa² nm.

At 10 nm the rms stress is √(8.0/10) = 0.89 GPa. The sum in (c) gives the periodic values:

z = 10 nm: random 0.89 GPa, periodic 0.016 GPa
z = 20 nm: random 0.63 GPa, periodic 7.4 × 10⁻⁵ GPa
z = 50 nm: random 0.40 GPa, periodic 1.3 × 10⁻¹² GPa
z = 100 nm: random 0.28 GPa

The periodic value at 50 nm describes a perfect lattice and has no practical meaning. Displacements of rms s = 3 nm already raise it to √[π × 4.50² × 0.1 × 9/(4 × 50³)] = 0.011 GPa, still far below the random value.

The corrections below are ratios of the variance to that of the simple formula, each taken alone.

Free surface: numerical integration over k with the kernel of (e) gives 1.02 at z = 10 nm, 1.10 at 50 nm and 1.19 at 100 nm in the film. At 1000 nm below the interface it gives 0.38.

Smallest gap: for a = 2 nm the ratio is (1 − 0.2)² = 0.64 far from the array. The rms stress at 50 nm falls from 0.40 to 0.32 GPa.

Anisotropy: take the line along [1−10], x along [110] and z along [001]. Let β₁₁, β₁₃, β₃₃ be the elements of the inverse of the matrix with rows ((C₁₁+C₁₂)/2 + C₄₄, C₁₂) and (C₁₂, C₁₁), and let β₅₅ = 1/C₄₄. Compatibility for φ ∝ e^(ikx−kqz) requires

β₁₁q⁴ − (2β₁₃ + β₅₅)q² + β₃₃ = 0.

Let q₁ and q₂ be the roots that decay for z > 0. By symmetry φ is odd in z, so it is proportional to e^(−kq₁z) − e^(−kq₂z). At z = 0⁺, σ_zz vanishes and the integrated strain is −b/2, which fixes the amplitude:

f̂ = −(b/2β₁₁)(q₁²e^(−kq₁z) − q₂²e^(−kq₂z))/(q₁² − q₂²).

Integrating (ρ/π)f̂² over k > 0 numerically gives a ratio of 1.07.

Stiffness contrast: model constants C₁₁ = 166, C₁₂ = 64 and C₄₄ = 80 GPa, chosen to resemble silicon and used throughout with the same averages, give 1.52. This overstates the effect, because only the substrate is silicon. Solving the two-material problem without a free surface, with the averaged germanium constants above the plane and the averaged silicon constants below it, gives 1.18 in the film and 1.27 in the substrate.

Second dislocation set: an equal, independent set with lines along x adds σ_xx = ν(σ_yy + σ_zz), where the sum in brackets is −2Dz/(y²+z²) per dislocation. Its squared integral is 4D²J₂/|z| = 2πD²/|z|, so the ratio is 1 + 8ν²/5 = 1.07.

Finite length: for L = 1 mm and |z| = 50 nm the relative reduction is 16π|z|/(5L) = 0.0005. Strain: the rms stress at 10 nm divided by 2μ/(1−ν) is 0.63 %, and the rms shear strain σ_xz/μ there is about 0.7 %. Both are small enough for linear elasticity to be reasonable for the fluctuations at that distance, though not at the cores. The mean strain of the array is larger: its magnitude is bρ/2 = 2 % in the infinite medium and bρ = 4 % in a film with a free surface. In a fully relaxed film it cancels the misfit strain.

In a real film of this kind the misfit is roughly 4 %, so full relaxation by pure edge dislocations with b = 0.4 nm needs a spacing near 10 nm, as chosen. Real films may also contain 60° dislocations with inclined Burgers vectors and threading segments, which this model of straight, equal edge dislocations leaves out. The assumption most open to doubt is independence. Dislocations of equal sign in one plane repel each other, and where they can move they tend to even out their gaps. For the settings above at 50 nm, the rms stress is 0.40 GPa for independent positions, 0.32 GPa with a 2 nm smallest gap, and 0.011 GPa for a lattice with 3 nm displacements. Even gaps alone do not make a lattice: if the gaps are independent with a standard deviation of 3 nm, the counting argument of (d) gives S(0) = (3/10)² = 0.09 and an rms stress of about 0.12 GPa, because the position errors add up along the array. Lattice-like long-wave order thus matters far more here than the elastic corrections, whereas the 2 nm smallest gap alone lowers the variance by only about a third. An estimate for a given film needs its measured dislocation positions, from which S(k) at small k can be found.

Numbers in the example were calculated in double precision.
